\section*{Cell boundaries and the dipole of a neutral periodic charge density}

\section{Problem}

A crystal is described along one direction by a charge density $\lambda(x)$, the charge per unit length in a column of cross-section $A$. The density repeats with period $L$ and each period is neutral:
\begin{equation}
\lambda(x+L)=\lambda(x),\qquad \int_0^L\lambda(x)\,dx=0 .
\end{equation}
Choose a unit cell whose left boundary is at $b$, and define its dipole as
\begin{equation}
d(b)=\int_b^{b+L}x\,\lambda(x)\,dx .
\label{eq:def}
\end{equation}
The quotient $d/(LA)$ has the units of polarization.

\begin{enumerate}
\item[(a)] For continuous $\lambda$, find $d'(b)$. When is $d$ independent of $b$? Is $d$ periodic in $b$?
\item[(b)] Find the average of $d(b)$ over all boundary positions, that is, over one period of $b$ with uniform weight.
\item[(c)] Find $d(b)$ for $\lambda(x)=\lambda_0\sin(2\pi x/L)$, and then for a general Fourier series. How does the result of (b) appear there?
\item[(d)] Replace the continuous density by thin charged sheets. What happens to $d$ when the boundary passes a sheet of charge $q$? Does the result of (b) survive?
\item[(e)] A rough model of ferroelectric hafnia has $L=0.25$ nm and $A=0.26$ nm$^2$. Each period holds a hafnium sheet of charge $+8e$ at $x=0$ and two oxygen sheets of charge $-4e$ each. In the nonpolar state both oxygen sheets lie at $x=0.125$ nm. In the polar state one of them has moved to $x=0.075$ nm. Find $d(b)$ and its average in both states. Can either serve as the polarization?
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item[(a)] Both limits of the integral depend on $b$. Differentiate with respect to each, then use periodicity.
\item[(b)] Measure position from the left boundary by writing $x=b+s$. The limits then no longer depend on $b$, and the average over $b$ can be taken before the integral over $s$.
\item[(c)] Integrate $x\,e^{iGx}$ by parts, with $e^{iGL}=1$.
\item[(d)] A sheet that leaves the cell at the left is replaced by its periodic image at the right.
\item[(e)] List the sheets inside the cell for each interval of $b$. Compare the change of $d$ with the charge times the displacement of the sheet that moved.
\end{enumerate}

\section{Solution}

\subsection*{(a) Dependence on the boundary}

The upper limit contributes the integrand at $b+L$ and the lower limit contributes minus the integrand at $b$:
\begin{align}
d'(b)&=(b+L)\,\lambda(b+L)-b\,\lambda(b)\nonumber\\
&=(b+L)\,\lambda(b)-b\,\lambda(b)=L\,\lambda(b).
\label{eq:slope}
\end{align}
The second line uses periodicity. The physical content is simple. Moving the boundary by $db$ removes the charge $\lambda(b)\,db$ from the left end and adds the same charge at the right end, a distance $L$ away.

If $d$ is independent of $b$, then $\lambda(b)=0$ for every $b$. Any continuous density that is not identically zero therefore has a boundary-dependent cell dipole. Integrating equation (\ref{eq:slope}) over one period gives
\begin{equation}
d(b+L)-d(b)=L\int_b^{b+L}\lambda(x)\,dx=0 ,
\end{equation}
so neutrality makes $d$ periodic.

The variation does not come from the choice of coordinate origin. Measuring $x$ from another origin $x_0$, with the same physical cell, changes the dipole by $-x_0\int_b^{b+L}\lambda\,dx$, which is zero. What matters is where the crystal is cut.

\subsection*{(b) The average}

Put $x=b+s$ in equation (\ref{eq:def}):
\begin{align}
d(b)&=\int_0^L(b+s)\,\lambda(b+s)\,ds\nonumber\\
&=b\int_0^L\lambda(b+s)\,ds+\int_0^L s\,\lambda(b+s)\,ds .
\label{eq:split}
\end{align}
The first integral is the charge of one full period, which is zero. Average the second term over $b$. For a continuous density on a finite range the order of integration may be exchanged:
\begin{equation}
\langle d\rangle=\frac1L\int_0^L d(b)\,db
=\frac1L\int_0^L s\left[\int_0^L\lambda(b+s)\,db\right]ds .
\end{equation}
At fixed $s$, the bracket is the integral of $\lambda$ over the interval from $s$ to $s+L$. This is again a full period, so the bracket vanishes for every $s$, and
\begin{equation}
\boxed{\langle d\rangle=0 .}
\end{equation}
No inversion symmetry was assumed, so the result holds for polar and nonpolar densities alike. In words, as the cell slides, each distance $s$ from its left edge samples the whole neutral density once.

Uniform weight is part of the result. An average over part of a period, or with unequal weights, need not vanish.

\subsection*{(c) Fourier form}

Let $G=2\pi n/L$ with $n$ a nonzero integer. Integration by parts gives
\begin{align}
\int_b^{b+L}x\,e^{iGx}\,dx
&=\left[\frac{x\,e^{iGx}}{iG}\right]_b^{b+L}-\frac1{iG}\int_b^{b+L}e^{iGx}\,dx\nonumber\\
&=\frac{(b+L)e^{iGb}-b\,e^{iGb}}{iG}-0=\frac{L\,e^{iGb}}{iG}.
\label{eq:fourier}
\end{align}
The remaining integral vanishes because it covers $n$ whole oscillations.

The sine density is $\lambda_0$ times the imaginary part of $e^{iGx}$ with $G=2\pi/L$. Since $1/i=-i$ and the imaginary part of $-i\,e^{iGb}$ is $-\cos Gb$,
\begin{equation}
d(b)=-\frac{\lambda_0L}{G}\cos Gb=-\frac{\lambda_0L^2}{2\pi}\cos\frac{2\pi b}{L}.
\end{equation}
Its derivative is $L\lambda_0\sin(2\pi b/L)$, as equation (\ref{eq:slope}) requires. The dipole is extreme where the density at the boundary is zero.

For a general density $\lambda(x)=\sum_n\lambda_n e^{2\pi inx/L}$, neutrality means $\lambda_0=0$, where $\lambda_0$ now denotes the $n=0$ coefficient. Hence
\begin{equation}
d(b)=\sum_{n\neq0}\frac{L\,\lambda_n}{iG_n}\,e^{iG_nb},\qquad G_n=\frac{2\pi n}{L}.
\end{equation}
The series has no constant term, and the constant term of a Fourier series is the average. The factor $1/G_n$ gives long-wavelength components more weight in $d$ than in $\lambda$.

\subsection*{(d) Charged sheets}

Let the boundary move to the right past a sheet of charge $q$ at $x_1$. The term $qx_1$ leaves the sum and $q(x_1+L)$ enters it, so $d$ jumps by $+qL$. Between sheets the cell contains the same charges at the same positions, so $d$ is constant there.

For the average, let $s_j$ be the distance from the left boundary to the copy of sheet $j$ inside the cell. Then
\begin{equation}
d(b)=\sum_jq_j(b+s_j)=b\sum_jq_j+\sum_jq_js_j=\sum_jq_js_j .
\end{equation}
As $b$ runs over one period, each $s_j$ takes every value between $0$ and $L$ with equal weight, so its average is $L/2$. Therefore $\langle d\rangle=(L/2)\sum_jq_j=0$. The isolated positions where the boundary lies on a sheet have no weight in the average.

\subsection*{(e) The hafnia model}

In the polar state, the three intervals of $b$ (in nm) give, in units of $e\,$nm,
\begin{align}
0<b<0.075:\quad & -4(0.075)-4(0.125)+8(0.250)=+1.2,\nonumber\\
0.075<b<0.125:\quad & -4(0.125)+8(0.250)-4(0.325)=+0.2,\nonumber\\
0.125<b<0.250:\quad & +8(0.250)-4(0.325)-4(0.375)=-0.8 .
\end{align}
The nonpolar state has two intervals:
\begin{align}
0<b<0.125:\quad & -8(0.125)+8(0.250)=+1.0,\nonumber\\
0.125<b<0.250:\quad & +8(0.250)-8(0.375)=-1.0 .
\end{align}
Weighting each value by the length of its interval gives the averages
\begin{align}
\langle d\rangle_{\rm polar}&=\frac{1.2(0.075)+0.2(0.050)-0.8(0.125)}{0.250}\nonumber\\
&=\frac{0.09+0.01-0.10}{0.250}=0,\\
\langle d\rangle_{\rm nonpolar}&=\frac{1.0(0.125)-1.0(0.125)}{0.250}=0 .
\end{align}

To convert, divide by $LA=0.065$ nm$^3$ and use $1\,e/\mathrm{nm}^2=16.02\ \mu\mathrm{C/cm^2}$. A dipole of $1\,e\,$nm per cell then corresponds to $246.5\ \mu\mathrm{C/cm^2}$. The polar state gives $+295.8$, $+49.3$ or $-197.2\ \mu\mathrm{C/cm^2}$, depending on the cut.

The polarization change in this rigid-ion model follows from the charge that moved and the path it took. Take the short path, on which one sheet of $-4e$ is displaced by $-0.05$ nm without crossing the hafnium sheet. Then
\begin{equation}
\Delta P=\frac{(-4e)(-0.05\ \mathrm{nm})}{0.065\ \mathrm{nm}^3}
=\frac{0.2\,e\,\mathrm{nm}}{0.065\ \mathrm{nm}^3}=49.3\ \mu\mathrm{C/cm^2}.
\end{equation}
Neither candidate can serve as a single-valued polarization. A single cell dipole depends on an arbitrary cut, and here its values are spread over a range ten times larger than $\Delta P$. For thin sheets of integer charge this arbitrariness is limited to whole quanta $e/A=61.6\ \mu\mathrm{C/cm^2}$: the three polar values all equal $49.3\ \mu\mathrm{C/cm^2}$ modulo $e/A$, and the two nonpolar values equal zero. This property requires a cut through empty space and is lost once the charge is spread across the boundary. The average does not depend on the cut, but it is zero in both states and misses the change altogether.

Thin sheets are not essential to this conclusion. Replace them by Gaussians of standard deviation $0.020$ nm for hafnium and $0.030$ nm for oxygen. The polar dipole then varies smoothly, for example from $+0.87\,e\,$nm at $b=0.060$ nm to $-0.73\,e\,$nm at $b=0.170$ nm. Its numerical average is below $10^{-10}\,e\,$nm in magnitude.

\subsection*{The model beside real hafnia}

The lengths are rough values for the polar orthorhombic phase, whose polar axis is about $0.50$ nm. The plane-averaged density repeats after half that axis because a symmetry operation maps one layer onto the next. The charges are the formal ionic ones, $+4e$ per hafnium and $-2e$ per oxygen, so each sheet holds two ions within the area $A$. Electrons do not follow the ions rigidly. With a rough dynamical charge of $-2.5e$ per oxygen and the same displacement, $\Delta P$ rises from $49$ to $62\ \mu\mathrm{C/cm^2}$.

The assumed ionic positions also refer to zero macroscopic field. Take a film with no screening charge at its surfaces, a zero-field polarization $P_0=49.3\ \mu\mathrm{C/cm^2}$ along its normal and a relative permittivity $\epsilon_r=30$. The displacement field $P_0+\epsilon_0\epsilon_rE$ then vanishes inside the film, so linear response gives a depolarizing field of magnitude $P_0/(\epsilon_0\epsilon_r)$, about $19$ MV/cm. That is well above a rough breakdown field of $4$ MV/cm, and too large for linear response to hold. The number is therefore not a prediction of the field in a real film, where the polarization would change or break into domains first. It does show that the assumed uniform state needs screening, for instance by electrodes. In linear response an applied field of $1$ MV/cm would add about $2.6\ \mu\mathrm{C/cm^2}$. Such a field is roughly of the size of the coercive field of real films, so the estimate applies only as long as no domains switch.

In a polycrystalline film the assumption of a single polar direction fails. If the grain axes are randomly oriented and each grain points into the hemisphere favoured by the field, the mean projection is $\int_0^1u\,du=1/2$, with $u$ the cosine of the tilt. The polarization along the film normal is then about $25\ \mu\mathrm{C/cm^2}$ instead of $49$. This assumes that each grain keeps its polar axis and can only reverse along it. If any of three orthogonal axes could become the polar one, the mean projection would be $0.83$, or about $41\ \mu\mathrm{C/cm^2}$.

None of these corrections makes the cell dipole a better measure. Using net ionic charges in fact hides part of its arbitrariness. The jump at the hafnium sheet is $493\ \mu\mathrm{C/cm^2}$ for net charges, but about $8900\ \mu\mathrm{C/cm^2}$ for the bare nuclei that appear in a full density of nuclei and electrons.

\section{Variation 1: a cell with net charge}

\textbf{Question.} Let each period carry a charge $Q\neq0$. What is the average of $d(b)$ over $c<b<c+L$?

\textbf{Solution.} The first term of equation (\ref{eq:split}) is now $bQ$, and the mean of $b$ over the range is $c+L/2$. In the second term, the integral of $\lambda(b+s)$ over $b$ equals $Q$ for every $s$. Hence
\begin{align}
\langle d\rangle_c&=Q\left(c+\frac L2\right)+\frac1L\int_0^L s\,Q\,ds\nonumber\\
&=Q\left(c+\frac L2\right)+\frac{QL}{2}=Q(c+L).
\end{align}
The average depends on where the averaging starts, so it describes no property of the crystal. Adding one elementary charge to the smeared hafnium sheet gives $0.25\,e\,$nm for $c=0$ and $0.28\,e\,$nm for $c=0.03$ nm, in agreement with the formula. A uniform background of density $-Q/L$ restores neutrality, and with it the zero average.

\section{Variation 2: what a fixed cell sees during switching}

\textbf{Question.} The density changes in time through a periodic current $j(x,t)$, and the boundary $b$ is held fixed. When does the change of $d(b)$ give the polarization change?

\textbf{Solution.} Charge conservation reads $\partial\lambda/\partial t=-\partial j/\partial x$. Insert this in the time derivative of equation (\ref{eq:def}) and integrate by parts:
\begin{align}
\frac{\partial d}{\partial t}&=-\int_b^{b+L}x\,\frac{\partial j}{\partial x}\,dx\nonumber\\
&=-(b+L)\,j(b+L,t)+b\,j(b,t)+\int_b^{b+L}j\,dx\nonumber\\
&=\int_b^{b+L}j\,dx-L\,j(b,t).
\end{align}
The last line uses $j(b+L,t)=j(b,t)$. Integration over the process gives
\begin{equation}
\Delta d(b)=M-L\,q_{\rm c}(b),\qquad M=\int dt\int_b^{b+L}j\,dx ,
\label{eq:change}
\end{equation}
where $q_{\rm c}(b)$ is the net charge that crossed $b$ towards positive $x$. The polarization change is $\Delta P=M/(LA)$. A fixed cell therefore gives the right change when no net charge crosses its boundary.

In the sheet model $M=0.2\,e\,$nm. For $b$ outside the interval from $0.075$ to $0.125$ nm nothing crosses, and the change is $1.2-1.0=-0.8+1.0=+0.2\,e\,$nm, or $49.3\ \mu\mathrm{C/cm^2}$. For $b$ inside that interval, a charge of $-4e$ crosses to the left, which counts as $q_{\rm c}=+4e$. Equation (\ref{eq:change}) gives $0.2-0.25\times4=-0.8\,e\,$nm, and direct subtraction gives the same, $0.2-1.0=-0.8\,e\,$nm. This is $-197.2\ \mu\mathrm{C/cm^2}$, which for this path has even the wrong sign. It would be the correct change for another path to the same end state, on which the sheet moves by $+0.20$ nm across the hafnium sheet and $M=-0.8\,e\,$nm. The two end densities do not tell the paths apart. With smeared sheets, a partial charge of $1.17e$ crosses $b=0.060$ nm and the change is $0.2-0.25\times1.17=-0.09\,e\,$nm.

Equation (\ref{eq:change}) also shows why averaging fails. The average of $L\,q_{\rm c}(b)$ over a period of $b$ is $\int dt\int_0^Lj\,db=M$. The average thus subtracts the very quantity that is sought.

Charge conservation alone cannot supply $M$ from the density. Adding to $j$ a current that is uniform in $x$ leaves $\partial j/\partial x$, and so the whole history of $\lambda$, unchanged, yet it alters $M$. For a slow change at zero macroscopic field during which the crystal stays insulating, the electronic part of $M$ is obtained by following the Berry phases of the occupied Bloch states continuously from start to end. The phases of the two end states alone fix it only up to whole quanta. In a ground state at zero macroscopic field the full three-dimensional electron density determines the potential, and so implicitly these phases up to whole quanta. The plane-averaged $\lambda(x)$ is not enough for this, and the cell dipole does not extract the phases. The smeared dipoles, densities and crossed charges at five boundary positions are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
period L = 0.250 nm, area = 0.26 nm2, oxygen shift = -0.050 nm
sheet charges: Hf +8 e, each O -4 e
1 e/nm2 = 16.022 uC/cm2; 1 e nm per cell = 246.49 uC/cm2
nonpolar: b in (0.000, 0.125) nm: d = +1.000 e nm = +246.5 uC/cm2
nonpolar: b in (0.125, 0.250) nm: d = -1.000 e nm = -246.5 uC/cm2
nonpolar: exact average of d = 0 e nm
polar: b in (0.000, 0.075) nm: d = +1.200 e nm = +295.8 uC/cm2
polar: b in (0.075, 0.125) nm: d = +0.200 e nm = +49.3 uC/cm2
polar: b in (0.125, 0.250) nm: d = -0.800 e nm = -197.2 uC/cm2
polar: exact average of d = 0 e nm
polar minus nonpolar, b in (0.000, 0.075) nm: +0.200 e nm = +49.3 uC/cm2
polar minus nonpolar, b in (0.075, 0.125) nm: -0.800 e nm = -197.2 uC/cm2
polar minus nonpolar, b in (0.125, 0.250) nm: +0.200 e nm = +49.3 uC/cm2
transported moment = +0.200 e nm per cell
true polarization change = +49.3 uC/cm2
Gaussian widths: Hf 0.020 nm, O 0.030 nm
smeared, b = 0.013 nm: d = +0.6648 e nm, density = +122.85 e/nm, change = +0.1807 e nm, crossed = +0.0772 e
smeared, b = 0.060 nm: d = +0.8736 e nm, density = -50.26 e/nm, change = -0.0934 e nm, crossed = +1.1736 e
smeared, b = 0.100 nm: d = +0.2000 e nm, density = -75.18 e/nm, change = -0.3953 e nm, crossed = +2.3814 e
smeared, b = 0.170 nm: d = -0.7324 e nm, density = -17.57 e/nm, change = +0.1340 e nm, crossed = +0.2641 e
smeared, b = 0.230 nm: d = -0.4832 e nm, density = +96.32 e/nm, change = +0.1990 e nm, crossed = +0.0040 e
smeared polar average below 1e-10 e nm: True
cell with +1 e extra, average from b = 0.00 nm: 0.2500 e nm
cell with +1 e extra, average from b = 0.03 nm: 0.2800 e nm
Neglected effects, from rough typical inputs:
dynamical O charge -2.5 e: change = 61.6 uC/cm2
relative permittivity 30, field 1.0 MV/cm: induced = 2.57 uC/cm2
unscreened depolarizing field = 18.6 MV/cm (rough breakdown 4 MV/cm)
rms spread of smeared d/(L area) = 161.3 uC/cm2
same with 0.007 nm thermal smearing at 300 K = 158.4 uC/cm2
jump at Hf sheet, net ionic charge = 493 uC/cm2
jump at Hf sheet, bare nuclei (Z = 72) = 8874 uC/cm2
\end{verbatim}
